\section*{Narrow, low-energy domain walls can be strongly pinned by the lattice}

\section{What scaling and symmetry fix}

Consider a flat $180^\circ$ wall in a ferroelectric, described by a chain of cells of spacing $a$ along the wall normal. Let $u_n=P_n/P_s$ be the polarization of cell $n$ divided by its spontaneous value, with $u_n\to-1$ far to the left and $u_n\to+1$ far to the right. The energy per cross-section cell of the wall is taken to be
\begin{equation}
E=\sum_n\left[V(1-u_n^2)^2+\frac K2(u_{n+1}-u_n)^2\right],\qquad V,K>0 .
\label{energy}
\end{equation}
Here $V$ is the energy needed to bring one isolated cell to $u=0$, and $K$ is the coupling between neighbouring cells. Temperature, defects, strain and depolarizing fields are left out, and the wall moves as a flat whole.

Only two energies enter, so every energy is $V$ times a function of $K/V$. It is convenient to define
\begin{equation}
w=\sqrt{\frac{K}{2V}},\qquad K=2Vw^2,
\end{equation}
so that the wall energy is $\sigma=V\,s(w)$ and the barrier against moving the wall by one cell, the Peierls barrier, is $B=V\,b(w)$.

If $u$ varies slowly from cell to cell, the sum becomes an integral over $x$, the position in units of $a$. With $K/2=Vw^2$ and $x=w\xi$,
\begin{equation}
E_{\rm cont}=V\int\left[(1-u^2)^2+w^2\Big(\frac{du}{dx}\Big)^2\right]dx
=Vw\int\left[(1-u^2)^2+u_\xi^2\right]d\xi .
\end{equation}
The last integral contains no parameter, so $\sigma$ is a pure number times $Vw$. Completing the square gives the number:
\begin{equation}
\int\left[(1-u^2)^2+u_\xi^2\right]d\xi
=\int(1-u^2-u_\xi)^2d\xi+2\int_{-1}^{1}(1-u^2)\,du .
\end{equation}
The second term is $8/3$. The first vanishes when $u_\xi=1-u^2$, that is, $u=\tanh\xi$. Hence
\begin{equation}
u=\tanh(x/w),\qquad \sigma_{\rm cont}=\tfrac83Vw ,
\label{cont}
\end{equation}
and $w$ is the half-width of the wall in lattice spacings.

The continuum energy is unchanged when the profile is shifted by any distance, so $b=0$ in that description, whatever the width. The chain is unchanged only under shifts by whole cells, so its energy may vary with wall position, with period one. The continuum theory therefore cannot describe pinning by the lattice. In particular, it does not support the inference that a thin wall of low energy must move easily.

\section{A thin, cheap wall that is hard to move}

Take round model parameters, not assigned to any material: $V=50$ meV, $K=16$ meV, $a=0.5$ nm and $P_s=0.5$ C/m$^2$. Then $w=\sqrt{16/100}=0.4$, and the continuum width $2w$ is $0.8$ lattice spacings. Since $K/V=0.32$ is fairly small, the wall can be worked out by expanding in the coupling.

\subsection*{The resting wall}

At rest the wall sits between two cells (bond-centred). For $K\to0$ all cells are at $\pm1$. The coupling pulls the two central cells inward to $\pm(1-\delta)$. Each then has on-site energy
\begin{equation}
V\left[1-(1-\delta)^2\right]^2=V(2\delta-\delta^2)^2=4V\delta^2+O(V\delta^3),
\end{equation}
and the bond between them has energy $\frac K2(2-2\delta)^2=2K-4K\delta+O(K\delta^2)$. Since $\delta$ will be of order $K/V$, the neglected terms, including those from cells further out, are of order $K^3/V^2$. To second order in $K$,
\begin{equation}
E=2K-4K\delta+8V\delta^2,\qquad
\frac{dE}{d\delta}=0\ \Rightarrow\ \delta=\frac{K}{4V},
\end{equation}
\begin{equation}
E_{\rm bond}=2K-\frac{K^2}{V}+\frac{K^2}{2V}=2K-\frac{K^2}{2V}.
\label{bond}
\end{equation}

\subsection*{The wall half-way}

To move the wall by one cell, one cell must be reversed. Half-way, that cell has $u_0=0$ (site-centred wall) and costs $V$. Its neighbours are at $\pm(1-\eta)$. Their on-site energies add $8V\eta^2$, and the two central bonds add $2\cdot\frac K2(1-\eta)^2=K-2K\eta+O(K\eta^2)$. Thus
\begin{equation}
E=V+K-2K\eta+8V\eta^2,\qquad \eta=\frac{K}{8V},
\end{equation}
\begin{equation}
E_{\rm site}=V+K-\frac{K^2}{4V}+\frac{K^2}{8V}=V+K-\frac{K^2}{8V}.
\label{site}
\end{equation}

\subsection*{The numbers}

With $K^2/V=256/50=5.12$ meV, the two energies are
\begin{align}
E_{\rm bond}&\approx32-2.56=29.44\ \text{meV},\\
E_{\rm site}&\approx50+16-0.64=65.36\ \text{meV},
\end{align}
so the barrier is about $35.92$ meV. Full relaxation of the chain gives $\sigma=29.54$ meV ($18.9$ mJ/m$^2$) and $B=35.84$ meV ($23.0$ mJ/m$^2$). The barrier is $1.21$ times the energy of the wall itself. The continuum formula would give $\sigma=53.33$ meV and no barrier.

Now keep $V$ and strengthen the coupling. The relaxed chain gives, per cross-section cell,
\begin{equation}
\begin{array}{cccc}
K\ (\text{meV}) & w & \sigma\ (\text{meV}) & B\ (\text{meV})\\
16 & 0.4 & 29.54 & 35.84\\
100 & 1 & 125.68 & 4.479\\
400 & 2 & 264.36 & 0.005456
\end{array}
\end{equation}
The widest wall costs nine times as much as the thinnest, and its barrier is smaller by a factor of about $6600$. Wall energy measures the cost of having a wall; the barrier measures how much that cost changes on the way to the next cell. A wide wall shares the reversal among many cells, some rising towards $u=0$ while others descend. In the thin wall one cell climbs its double well almost alone.

\section{The general statement and its proof}

For the chain (\ref{energy}), the barrier between neighbouring bond-centred walls satisfies
\begin{equation}
B\ \ge\ E_{\rm site}-E_{\rm bond},
\label{bound}
\end{equation}
and for weak coupling at fixed $V$
\begin{equation}
\frac{\sigma}{V}=4w^2-2w^4+O(w^6),\qquad
\frac{E_{\rm site}-E_{\rm bond}}{V}=1-2w^2+\tfrac32w^4+O(w^6).
\label{narrow}
\end{equation}
As $w\to0$ the wall energy vanishes while the barrier does not.

\subsection*{Proof of the bound}

Let cell $0$ be the one that is reversed. Along any continuous path $u_0$ goes from a negative to a positive value, so the path contains a configuration with $u_0=0$. For such a configuration the energy separates into
\begin{equation}
E=V+E_R(u_1,u_2,\dots)+E_R(-u_{-1},-u_{-2},\dots),
\end{equation}
\begin{equation}
E_R=\frac K2u_1^2+\sum_{n\ge1}\left[V(1-u_n^2)^2+\frac K2(u_{n+1}-u_n)^2\right],
\end{equation}
because (\ref{energy}) does not change when all signs are reversed or the chain is reflected. The two halves can be minimized separately.

Replacing each $u_n$ by $|u_n|$ does not raise $E_R$, since $\big||u_{n+1}|-|u_n|\big|\le|u_{n+1}-u_n|$. It is therefore enough to consider $u_n\ge0$ and to use $q_n=u_n^2$ as variables. Then $(1-q_n)^2$ is strictly convex, $u_1^2=q_1$ is linear, and
\begin{equation}
(u_{n+1}-u_n)^2=q_{n+1}+q_n-2\sqrt{q_{n+1}q_n}
\end{equation}
is convex because the geometric mean is concave. So $E_R$ is strictly convex in the $q_n$, and a stationary half-chain with all $u_n>0$ is its unique minimum among non-negative half-chains. The left half takes the mirror-image values, $u_{-n}=-u_n$. This is the site-centred wall, the lowest state with $u_0=0$. Every path must reach at least its energy, which proves (\ref{bound}).

The force on the central cell of this state is
\begin{equation}
-\frac{\partial E}{\partial u_0}=4Vu_0(1-u_0^2)+K(u_1+u_{-1}-2u_0)=0 ,
\end{equation}
so the site-centred wall is stationary for the whole chain. Equality holds in (\ref{bound}) if one can descend from it to both neighbouring resting walls. Numerical tests at $w=0.4$ and $w=1$ found one unstable direction and a steadily falling energy along both descents, which end in bond-centred walls one cell apart. At these widths $B=E_{\rm site}-E_{\rm bond}$. At all other widths in this text, including $w=2$ in the table above, this difference is called the barrier, although only the bound has been proved there.

\subsection*{Proof of the narrow limit}

Subtracting (\ref{bond}) from (\ref{site}) gives
\begin{equation}
E_{\rm site}-E_{\rm bond}=V-K+\frac{3K^2}{8V}+O\!\left(\frac{K^3}{V^2}\right).
\end{equation}
Inserting $K=2Vw^2$ and $K^2=4V^2w^4$ here and in (\ref{bond}) yields (\ref{narrow}). The term $-K$ has a simple origin: the resting wall makes the jump from $-1$ to $+1$ in one step, with squared difference $4$, whereas the half-way wall makes two steps of $1$, with sum of squares $2$. Coupling therefore penalizes the resting wall more and lowers the barrier.

At any width, $\sigma$ grows with $K$ at fixed $V$. The relaxed energy is stationary in the $u_n$, so only the explicit dependence on $K$ contributes:
\begin{equation}
\frac{dE_{\rm bond}}{dK}=\frac12\sum_n(u_{n+1}-u_n)^2>0 .
\end{equation}
That the barrier falls at the same time is shown by (\ref{narrow}) for small $w$ and by the computed values at eight widths from $0.2$ to $3$. Barrier and wall energy are equal at $w=0.431$.

\subsection*{Narrow does not always mean cheap}

The association of small width with low energy holds at fixed $V$. If instead $K$ is fixed and the well is deepened, $V=K/(2w^2)$, and (\ref{cont}) becomes
\begin{equation}
\sigma_{\rm cont}=\frac83\,\frac{K}{2w^2}\,w=\frac{4K}{3w},
\end{equation}
which rises as the wall narrows. On the lattice, with $K=100$ meV, deepening the well from $50$ to $312.5$ meV reduces $w$ from $1$ to $0.4$. The wall energy rises from $125.7$ to $184.6$ meV, and the barrier from $4.5$ to $224.0$ meV. For a thin wall in this chain the energy is close to $2K$, so a thin wall is cheap when the coupling between cells is weak. If the polar cells of a ferroelectric are described by this chain with $K\ll V$, their walls are thin, cost about $2K$ and have a barrier close to $V$, much larger than the wall energy.

\section{The wide limit}

For large $w$ the barrier can be estimated by placing the continuum profile, unrelaxed, on the lattice. Let $t_n=\tanh[(n-X)/w]$, with the wall centre at $X$. The subtraction formula for $\tanh$ gives
\begin{equation}
t_{n+1}t_n=1-(t_{n+1}-t_n)\coth(1/w),
\end{equation}
and therefore
\begin{align}
(t_{n+1}-t_n)^2&=t_{n+1}^2+t_n^2-2t_{n+1}t_n\nonumber\\
&=-(1-t_{n+1}^2)-(1-t_n^2)+2(t_{n+1}-t_n)\coth(1/w).
\end{align}
In the sum over $n$ the last term telescopes, with $\sum(t_{n+1}-t_n)=2$. Since $1-t_n^2=\mathrm{sech}^2[(n-X)/w]$,
\begin{equation}
\frac{E(X)}V=4w^2\coth\frac1w+\sum_n\mathrm{sech}^4\frac{n-X}w-2w^2\sum_n\mathrm{sech}^2\frac{n-X}w .
\end{equation}

For an even function $f$, Poisson summation reads
\begin{equation}
\sum_nf(n-X)=\int f\,dx+2\sum_{m\ge1}\cos(2\pi mX)\int f(x)\cos(2\pi mx)\,dx .
\end{equation}
Let $I_2(q)=\int\mathrm{sech}^2\xi\,e^{iq\xi}d\xi$ with $q>0$. Shifting the contour by $i\pi$ leaves $\mathrm{sech}^2$ unchanged, multiplies the exponential by $e^{-\pi q}$, and encloses the pole at $i\pi/2$. Near it, with $\xi=i\pi/2+z$, $\mathrm{sech}^2\xi=-1/\sinh^2z$, so the residue is $-iq\,e^{-\pi q/2}$ and
\begin{equation}
(1-e^{-\pi q})I_2=2\pi q\,e^{-\pi q/2}\quad\Rightarrow\quad I_2=\frac{\pi q}{\sinh(\pi q/2)} .
\end{equation}
From $(\mathrm{sech}^2\xi)''=4\,\mathrm{sech}^2\xi-6\,\mathrm{sech}^4\xi$ one has $-q^2I_2=4I_2-6I_4$, so the transform of $\mathrm{sech}^4$ is $I_4=\frac{q^2+4}6I_2$.

The first harmonic, $m=1$, has $q=2\pi w$. Its amplitude in $E/V$ is
\begin{equation}
A=2w\,\frac{2\pi^2w}{\sinh(\pi^2w)}\left[\frac{4\pi^2w^2+4}6-2w^2\right].
\end{equation}
It is positive, so the site-centred position $X=0$ is the maximum. Higher harmonics are exponentially smaller, and the difference between $X=0$ and $X=\frac12$ is $2A$:
\begin{equation}
\frac{B_{\rm rigid}}V\simeq\frac{8\pi^2w^2}{\sinh(\pi^2w)}\left[\Big(\frac{2\pi^2}3-2\Big)w^2+\frac23\right]\ \propto\ w^4e^{-\pi^2w}\quad(w\gg1).
\end{equation}
Because the rate $\pi^2$ is large, a modest widening lowers the barrier steeply, though never to zero in this estimate.

This is an estimate, not a bound: relaxation lowers both energies, and their difference can change either way. The relaxed barrier is in fact larger, by factors of $2.1$, $3.4$ and $5.7$ at $w=1$, $2$ and $8$. After division by $w^4$, it decays between $w=6$ and $8$ at a rate of $9.838$ per spacing, within $0.4\%$ of $\pi^2=9.870$. These numbers are consistent with the same power and exponent for the relaxed wall and a different prefactor. Two widths cannot fix the power and the rate separately, and the ratio to the rigid estimate is still rising at $w=8$, so $5.7$ is not its limit.

\section{The field needed to move the wall}

A field $\mathcal E$ along the polarization adds $-f\sum_nu_n$ to the energy, with $f=\mathcal EP_sa^3$. Advancing the wall by one cell turns $u=-1$ into $u=+1$ and gains $2f$, if the field hardly changes the domains. For a sinusoidal barrier and an advance $X$,
\begin{equation}
E(X)=\frac B2\cos2\pi X-2fX,\qquad \frac{dE}{dX}=-\pi B\sin2\pi X-2f .
\end{equation}
A resting position exists only for $2f\le\pi B$, so the Peierls field is $f_c\approx\pi B/2$.

For the thin wall this gives $\pi\times35.84/2=56.3$ meV. The relaxed chain gives $54.87$ meV, or $1.41$ MV/cm. At this field the domains have $u=1.12$ and $u=-0.81$ instead of $\pm1$, so the assumption of unchanged domains holds only roughly, although their energy difference is still within about $1\%$ of $2f$. For $w=1$ and $w=2$ the fields are $0.180$ and $0.00022$ MV/cm. In numerical tests with overdamped dynamics at $w=0.4$ and $w=1$, the wall stayed in place at $0.95f_c$ and advanced by at least three cells at $1.05f_c$.

A uniform domain provides the scale. Its restoring force $4Vu(1-u^2)$ is largest at $u=1/\sqrt3$, so without any wall it switches at
\begin{equation}
f=\frac{8V}{3\sqrt3}=76.98\ \text{meV},
\end{equation}
or $1.97$ MV/cm. The thin wall needs $71\%$ of this field: its presence makes switching only moderately easier.

These are static, zero-temperature results for a flat wall. Moving $N$ cross-section cells together costs $NB$. A real wall may instead advance by nucleating a small step, whose energy also depends on couplings within the wall plane. No thermal switching rate follows from $B$ alone, and the fields above are depinning fields of the flat model wall, not coercive fields of a real sample.

\section{A lattice wall without a barrier}

Discreteness can pin a wall, but it need not; the example below is worked out at $w=1$. Keep the term in $K$ and replace the on-site term by $VF_n^2$, where
\begin{equation}
F_n=1-\tfrac13\left(u_{n+1}^2+u_{n+1}u_n+u_n^2\right).
\end{equation}
For uniform $u$ this is the same double well, $V(1-u^2)^2$, and for slowly varying $u$ the continuum limit is the same. The new term is not on-site, however: it couples neighbours itself. In a uniform domain $\partial^2E/\partial u_n\partial u_{n+1}$ is $2V-K$ instead of $-K$, which vanishes at $w=1$, and at $K=0$ an abrupt wall costs $\frac49V$ instead of nothing. The chain is a construction made to have no barrier, not a model of a material. With $\Delta_n=u_{n+1}-u_n$,
\begin{equation}
\Delta_nF_n=\Big(u_{n+1}-\frac{u_{n+1}^3}3\Big)-\Big(u_n-\frac{u_n^3}3\Big),
\end{equation}
which telescopes to $\sum\Delta_nF_n=\frac43$. Hence
\begin{equation}
\frac EV=\sum_n(F_n^2+w^2\Delta_n^2)=\sum_n(F_n-w\Delta_n)^2+\frac{8w}3\ \ge\ \frac{8w}3 ,
\end{equation}
with equality when $w\Delta_n=F_n$ for all $n$. At $w=1$ this condition is a quadratic equation for $u'=u_{n+1}$ in terms of $u=u_n$, with the solution
\begin{equation}
u'=\tfrac12\left[-(u+3)+\sqrt{3(1+u)(7-u)}\right].
\end{equation}
For $-1<u<1$ one finds $u'>u$, because $3(1+u)(7-u)>9(1+u)^2$ reduces to $u<1$. Also $u'<1$, because $(u+5)^2-3(1+u)(7-u)=4(u-1)^2>0$. The sequence therefore rises to a limit where $F=0$, which is $u=1$. The condition is unchanged under $(u,u')\to(-u',-u)$, so the sequence continued to the left falls to $-1$.

Any $u_0$ between $-1$ and $1$ thus starts a complete wall of the minimum energy $\frac83V$. Raising $u_0$ continuously from $0$ to the value its right-hand neighbour had at the start moves the wall by one cell at constant energy. For $V=50$ meV this energy is $133.33$ meV, the value also found numerically at 21 positions. The chain (\ref{energy}) with the same $V$, $K$ and $w=1$ has a barrier of $4.479$ meV. Its wall energy is $125.68$ meV. Lowering $V$ and $K$ of the barrier-free chain together by $5.7\%$ leaves $w=1$ and makes the two wall energies equal, and that chain still has no barrier. The continuum width $w$ and the wall energy alone therefore do not determine mobility; it depends on how the energy of the intermediate configurations is built from the cells.

\section*{Calculated quantities}
\begin{verbatim}
inputs: V = 50 meV, a = 0.5 nm, P_s = 0.5 C/m^2
1 meV per cross-section cell = 0.6409 mJ/m^2
f = 1 meV corresponds to a field of 0.02563 MV/cm
K = 16 meV: half-width w = 0.40 a = 0.20 nm
  continuum wall energy = 53.33 meV per cell
  lattice wall energy = 29.54 meV per cell = 18.93 mJ/m^2
  Peierls barrier = 35.84 meV per cell = 22.97 mJ/m^2
  barrier / wall energy = 1.21
  Peierls field: f_c = 54.87 meV = 1.407 MV/cm
  f_c / (pi B/2) = 0.9746
K = 100 meV: half-width w = 1.00 a = 0.50 nm
  continuum wall energy = 133.33 meV per cell
  lattice wall energy = 125.68 meV per cell = 80.54 mJ/m^2
  Peierls barrier = 4.479 meV per cell = 2.871 mJ/m^2
  barrier / wall energy = 0.0356
  Peierls field: f_c = 7.025 meV = 0.1801 MV/cm
  f_c / (pi B/2) = 0.9984
K = 400 meV: half-width w = 2.00 a = 1.00 nm
  continuum wall energy = 266.67 meV per cell
  lattice wall energy = 264.36 meV per cell = 169.42 mJ/m^2
  Peierls barrier = 0.005456 meV per cell = 0.003497 mJ/m^2
  barrier / wall energy = 2.06e-05
  Peierls field: f_c = 0.00857 meV = 0.0002197 MV/cm
  f_c / (pi B/2) = 1.0000
uniform-domain switching: f = 76.98 meV = 1.973 MV/cm
scan: w (in a), wall energy / V, barrier / V
  0.2  0.1568  0.9224
  0.4  0.5909  0.7168
  0.6  1.2044  0.4562
  0.8  1.8750  0.2289
  1.0  2.5136  0.08959
  1.5  3.9345  0.004108
  2.0  5.2872  0.0001091
  3.0  7.9699  3.469e-08
barrier equals wall energy at w = 0.4311 a
narrow-wall series at w = 0.4: wall energy / V = 0.5888, barrier / V = 0.7184
w = 1 a: rigid barrier / V = 0.04285, relaxed / rigid = 2.0906
w = 2 a: rigid barrier / V = 3.208e-05, relaxed / rigid = 3.4011
w = 8 a: rigid barrier / V = 1.521e-28, relaxed / rigid = 5.7318
decay rate from w = 6 to 8, after removing w^4: 9.8381 per a
pi^2 = 9.8696
deep well, K = 100 meV, V = 312.5 meV, w = 0.4 a:
  wall energy = 184.64 meV, barrier = 224.01 meV per cell
barrier-free lattice, V = 50 meV, w = 1 a, 21 wall positions:
  lowest energy = 133.33333333 meV per cell
  highest energy = 133.33333333 meV per cell
\end{verbatim}
